# The Quinn-Ferrell electron lifetime: derivation, static screening and limits of validity, part 3

An electron $\mathbf k$ at $\delta=E-E_F$ above the Fermi level of a uniform electron gas at zero temperature decays at the rate $1/\tau$, computed on-shell with RPA screening. Units: $\hbar=2m=1$, $e^2=2$, bohr, Ry $=13.60569$ eV, $\hbar/\mathrm{Ry}=0.048378$ fs. Here $k^2=k_F^2+\delta$, $k_F=1.91916/r_s$, $E_F=k_F^2$, $v_F=2k_F$, $N_0=k_F/2\pi^2$, $\omega_p^2=12/r_s^3$.

A target $\mathbf p$ takes momentum $\mathbf q$ and energy $\omega$. With $n_{\mathbf p}=\theta(k_F-p)$, $\Delta_{\mathbf p}=q^2+2\mathbf q\cdot\mathbf p$, volume $\Omega$ and $W=8\pi/(q^2\epsilon)$, the direct rate is

$$\frac1\tau=\frac{2\pi}{\Omega}\sum_{\mathbf q}|W|^2\,(1-n_{\mathbf k-\mathbf q})\;\frac{2}{\Omega}\sum_{\mathbf p}n_{\mathbf p}(1-n_{\mathbf p+\mathbf q})\,\delta(\omega-\Delta_{\mathbf p}),\tag{1}$$

$$\frac1\tau=\frac{2}{\pi k}\int_0^\delta d\omega\int_{q_-}^{q_+}\frac{dq}{q}\,L(q,\omega).\tag{4}$$

Allowed targets form a ring about $\mathbf q$. Here $q_\pm=k\pm\sqrt{k^2-\omega}$, $L=\mathrm{Im}[-1/\epsilon]$, $\epsilon=1+(a^2/q^2)g$, $\epsilon_2=\mathrm{Im}\,\epsilon$, $a^2=4k_F/\pi$, $x=q/2k_F$, $u=\omega/qv_F$, $f(y)=(1-y^2)\ln\left|\frac{1+y}{1-y}\right|$:

$$\mathrm{Re}\,g=\frac12+\frac{f(x-u)+f(x+u)}{8x}.\tag{7}$$

$$\mathrm{Im}\,g=\frac{\pi}{8x}\Big\{[1-(u-x)^2]\,\theta(1-|u-x|)-[1-(u+x)^2]\,\theta(1-u-x)\Big\}.\tag{8}$$

$$\mathrm{Im}\,g=\frac{\pi u}{2},\qquad-\mathrm{Im}\chi_0=\frac{k_F}{2\pi^2}\cdot\frac\pi2\cdot\frac{\omega}{2k_Fq}=\frac{\omega}{8\pi q},\qquad\epsilon_2=\frac{\omega}{q^3}\qquad(\omega\le2k_Fq-q^2).\tag{9}$$

Pairs absorb only in the continuum $|u-x|<1$; plasmon emission is impossible for $\delta<\omega_p$. Static screening gives

$$L\approx\frac{\epsilon_2}{\epsilon(q,0)^2}=\frac{\omega/q^3}{[1+a^2F(x)/q^2]^2}=\frac{\omega\,q}{[q^2+a^2F(x)]^2},\qquad F(x)=g(x,0)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.\tag{10}$$

$$\frac1\tau=\frac{\delta^2}{\pi k_F}\,I_L,\qquad I_L=\int_0^{2k_F}\frac{dq}{[q^2+a^2F(q/2k_F)]^2}.\tag{11}$$

Thomas-Fermi screening ($F=1$) gives $I_{TF}$; an infinite upper limit then gives $I_\infty$, the Quinn-Ferrell value. With $b=a/2k_F$, $b^2=0.16586\,r_s$,

$$I_{TF}=\frac{1}{(2k_F)^3\,2b^2}\left[\frac{\arctan(1/b)}{b}+\frac1{1+b^2}\right].\tag{12}$$

$$I_\infty=\frac{\pi}{4b^3(2k_F)^3}=\frac{\pi}{4a^3}.\tag{13}$$

$$29.3226\times0.048378\times13.60569^2=262.60,\qquad\tau_{QF}\approx263\;r_s^{-5/2}(E-E_F)^{-2}\ \text{fs eV}^2.\tag{16}$$

$$\frac{I_L}{I_\infty}=1+\frac{b^2}{6}-\frac{4b^3}{3\pi}+\Big(\frac1{24}+\frac1{10}\Big)b^4+O(b^5).\tag{19}$$

The table gave $I_L/I_\infty=1.0002$, $0.9954$, $0.9671$ at $r_s=0.01$, $2$, $4$.

The program (numerical check) also used centre-of-mass variables, including exchange, the $W(q)W(q')$ term:

$$\frac1\tau=2\pi\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\;\frac{\kappa}{4}\int'\frac{d\Omega'}{(2\pi)^3}\,\big[2W(q)^2-W(q)W(q')\big],\tag{18}$$

with $\boldsymbol\kappa=(\mathbf k-\mathbf p)/2$, $\boldsymbol\kappa'$ its final value (direction $\Omega'$), $\mathbf q=\boldsymbol\kappa-\boldsymbol\kappa'$, $\mathbf q'=\boldsymbol\kappa+\boldsymbol\kappa'$, and the prime requiring empty final states. With $W=8\pi/(q^2+a^2)$, $r_s=2$, $\delta=0.05$ Ry, its direct part was $4.333765\times10^{-4}$ Ry.

Form (10) holds at fixed $q$. The question now is the region $qv_F\sim\omega$, where screening is not static.

**A.** That region gives the first correction in $\delta$, and it fixes the energy scale against which $\delta$ must be small. Call the inner integral of (4) $K(\omega)=\int dq\,L/q$; the static approximation is $K_0=\omega I_L$. Consider $q\sim\omega/v_F$, where $u$ is of order one while $x\ll1$ and $q\ll a$. Since $f$ is odd, $f(x-u)+f(x+u)=f(u+x)-f(u-x)\approx2xf'(u)$, with $f'(u)=2-2u\ln|\frac{1+u}{1-u}|$. From (7) and (9), for $x\to0$,

$$g\to g_0(u)=1-\frac u2\ln\left|\frac{1+u}{1-u}\right|+\frac{i\pi u}{2}\,\theta(1-u).$$

The lower edge of the continuum and the lower edge of the linear law both tend to $u=1$ in this limit. For $q\ll a$ the 1 in $\epsilon$ is negligible beside $a^2g_0/q^2$, because $g_0$ does not vanish for $u<1$. So $L=(q^2/a^2)\,\mathrm{Im}\,g_0/|g_0|^2$. The static form (10) in the same region is $\omega q/a^4$, which equals $(q^2/a^2)(\pi u/2)$ because $\pi u/2=\pi\omega/4k_Fq=\omega/a^2q$; it was integrated down to $q=0$, that is over all $u$. With $q=\omega/(v_Fu)$, $q\,dq=(\omega/v_F)^2du/u^3$ in magnitude, and the difference is

$$K-K_0=\frac{\omega^2}{v_F^2a^2}\,C,\qquad C=\frac\pi2\left[\int_0^1\Big(\frac1{|g_0|^2}-1\Big)\frac{du}{u^2}-\int_1^\infty\frac{du}{u^2}\right].\tag{20}$$

The second integral is 1. It removes the part of the static integrand that lies below the edge of the continuum, where nothing absorbs. The first converges at $u\to0$: there $\mathrm{Re}\,g_0=1-u^2+\dots$, $|g_0|^2=1+(\pi^2/4-2)u^2+\dots$, and the integrand tends to the constant $2-\pi^2/4$. Convergence shows that the difference comes from $u$ of order one. At $q\sim a$ the relative correction to $L$ is of order $u^2\sim(\omega/v_Fa)^2$, which adds nothing to $K$ at order $\omega^2$. Quadrature gives $C=-2.40740$. It is more negative than $-\pi/2$, so the first integral is negative too: on balance the dynamic screening is stronger in modulus than the static one. The region $qv_F\sim\omega$ thus lowers the rate relative to the static estimate: the part $-\pi/2$ of $C$ is the missing absorption below the edge of the continuum, and the rest is the stronger dynamic screening. The large bare interaction does not show, because there $W=1/(N_0g_0)$ is independent of $v$.

The upper edge gives nothing at this order. Put $q=2k_F+\sigma$, so $x=1+\sigma/2k_F$ and $u\approx\omega/4k_F^2$. For $u+x>1$ only the first term of (8) survives, $1-(x-u)^2\approx2(u-\sigma/2k_F)$, and $\mathrm{Im}\,g\approx\frac\pi4(u-\sigma/2k_F)$. This falls linearly from $\pi u/2$ at $\sigma=-2k_Fu$ to zero at $\sigma=+2k_Fu$. The static approximation has a step from $\pi u/2$ to zero at $\sigma=0$. The ramp and the step enclose the same area, $\frac12\cdot\frac{\pi u}2\cdot4k_Fu=\frac{\pi u}{2}\cdot2k_Fu$, so the $\omega^2$ terms cancel.

Integrate over $\omega$ and expand $1/k=(1/k_F)(1-\delta/2E_F+\dots)$:

$$\frac1\tau=\frac2{\pi k}\left[\frac{I_L\delta^2}{2}+\frac{C\delta^3}{3v_F^2a^2}\right]=\frac{\delta^2I_L}{\pi k_F}\,(1+s\delta+\dots),\qquad s=-\frac1{2E_F}+\frac{C}{6k_F^2a^2I_L},\tag{21}$$

where the ratio of the two terms in the bracket is $2C\delta/(3v_F^2a^2I_L)$ and $v_F^2=4k_F^2$.

At high density put $I_L\to\pi/4a^3$; the second term is $2Ca/(3\pi k_F^2)$. From $\omega_p^2=16k_F^3/3\pi=v_F^2a^2/3$ one has $1/(ak_F)=2/(\sqrt3\,\omega_p)$, and $a/k_F^2=a^2/(ak_F^2)=4/(\pi ak_F)=8/(\sqrt3\,\pi\omega_p)$. Therefore

$$s\to-\frac{1}{2E_F}+\frac{16\,C}{3\sqrt3\,\pi^2\,\omega_p}=-\frac1{2E_F}-\frac{0.75108}{\omega_p}.\tag{22}$$

So the $\delta^2$ law needs both $\delta\ll E_F$ and $\delta\ll\omega_p$. Since $\omega_p/E_F\propto r_s^{-3/2}/r_s^{-2}=r_s^{1/2}$, the plasma frequency is the smaller scale at high density, which is where (16) is derived. The statement "$E-E_F\ll E_F$" is not sufficient there: the limit $r_s\to0$ at fixed $\delta/E_F$ leaves the range of (16).

The program evaluates (4) with the full dynamic $\epsilon$ from (7) and (8), extracts the slope from two small values of $\delta$, and asserts (21) to one percent at $r_s=2$ and at $r_s=0.01$. At $r_s=0.01$, where $\omega_p/E_F=0.0941$, both give $s\,\omega_p=-0.7979$, made of $-0.75108$ and $-0.0941/2$ up to the small difference between $I_L$ and $I_\infty$; it also asserts that the plasma-frequency term exceeds the other more than tenfold there. In the double limit the full calculation must return the prefactor of (16). At $r_s=0.01$ and $\delta=0.001\,\omega_p$ it gives $\tau\,r_s^{5/2}\delta^2=262.74$ fs eV$^2$, asserted to agree with $262.60$ to $2\times10^{-3}$ relative. The small excess is what (19) and (21) predict: the rate is multiplied by the factor $1.0002$ of the table and by $1-0.7979\times0.001$.

**Q.** You dropped exchange at the very beginning and have not paid for it.

**A.** It can be computed for Thomas-Fermi screening as $\delta\to0$. In that limit all four momenta lie on the Fermi sphere. Take components along $\mathbf q$. From $|\mathbf k-\mathbf q|=k$, $k_z=q/2$; from $|\mathbf p+\mathbf q|=p$, $p_z=-q/2$. The $z$ component of $\mathbf q'=\mathbf k-\mathbf p-\mathbf q$ is $q/2+q/2-q=0$. The transverse parts of $\mathbf k$ and $\mathbf p$ both have length $\sqrt{k_F^2-q^2/4}$, and if $\varphi$ is the angle between them, their difference is a chord:

$$q'^2=(4k_F^2-q^2)\sin^2(\varphi/2).$$

The ring of allowed targets is uniform in $\varphi$. So at given $q$ the direct weight $2W(q)^2$ is replaced by $2W(q)^2-W(q)\langle W(q')\rangle_\varphi$, and in (11)

$$I_{TF}\to I_{TF}-\frac X2,\qquad X=\int_0^{2k_F}\frac{dq}{q^2+a^2}\left\langle\frac1{q'^2+a^2}\right\rangle_\varphi .$$

With $R=4k_F^2-q^2$ and $t=\tan(\varphi/2)$, so that $d\varphi=2dt/(1+t^2)$ and $\sin^2(\varphi/2)=t^2/(1+t^2)$,

$$\frac1\pi\int_0^\pi\frac{d\varphi}{a^2+R\sin^2(\varphi/2)}=\frac2\pi\int_0^\infty\frac{dt}{a^2+(a^2+R)t^2}=\frac1{a\sqrt{a^2+R}} .$$

Scaling by $2k_F$, $(2k_F)^3X=\int_0^1dx\,\big[(x^2+b^2)\,b\sqrt{1+b^2-x^2}\big]^{-1}$. Put $x=\rho\sin\psi$ with $\rho^2=1+b^2$; the square root cancels against $dx$ and leaves $b^{-1}\int d\psi/(\rho^2\sin^2\psi+b^2)$. With $t=\tan\psi$ this is $b^{-1}\int dt/[b^2+(1+2b^2)t^2]$, and $x=1$ corresponds to $\sin\psi=1/\rho$, $\cos\psi=b/\rho$, $t=1/b$. Hence

$$X=\frac{\arctan\!\big(\sqrt{1+2b^2}/b^2\big)}{(2k_F)^3\,b^2\sqrt{1+2b^2}} .\tag{23}$$

The program tests (23) against a double quadrature of its definition at three values of $b$, and against the cross term of the centre-of-mass integral (18): extrapolated to $\delta\to0$ at $r_s=2$, the exchange rate over $\delta^2$ is $0.07234$ Ry$^{-1}$ by both roads, asserted to $2\times10^{-3}$ relative.

For small $b$, the arctangent is $\pi/2-b^2+\dots$ and $(1+2b^2)^{-1/2}=1-b^2+\dots$, so $(2k_F)^3X=\frac{\pi}{2b^2}[1-(1+2/\pi)b^2+\dots]$. Dividing by $2(2k_F)^3I_{TF}\approx\pi/2b^3$,

$$\frac{X}{2I_{TF}}=b\,\Big[1-\Big(1+\frac2\pi\Big)b^2+\dots\Big].$$

At $b=0.02$ the program finds $X/(2I_{TF}b)=0.99935$ and asserts that it is one within $2\times10^{-3}$. The reason for the factor $b$: the direct term needs only $q\lesssim a$, whereas the cross term needs $q'\lesssim a$ as well, which confines $\varphi$ to a fraction of order $b$ of the circle. Exchange therefore vanishes relative to the direct term as $r_s\to0$, and (16) survives, but it vanishes only as $\sqrt{r_s}$, more slowly than the corrections in (19). The fraction $X/2I_{TF}$ of the direct Thomas-Fermi rate is $0.0406$ at $r_s=0.01$, $0.1255$ at $0.1$, $0.3287$ at $1$, $0.3978$ at $2$ and $0.4501$ at $4$. It cannot exceed $\frac12$, because the parallel-spin rate, proportional to $I_{TF}-X$, is an integral of a square. The value $\frac12$ is approached as $b\to\infty$, where $W$ is independent of $q$ and parallel spins do not scatter at all.

At $r_s\sim2$ and for $\delta$ small against $E_F$ and $\omega_p$, this term is far larger than the other corrections found here. It should not be read as an improved prediction. An expansion parameter $b\approx0.6$ leaves no ground for keeping one correction to the scattering amplitude while omitting repeated scattering of the pair, exchange-correlation corrections to the screening, the effective mass and the quasiparticle weight, none of which is computed here. What it shows is the size of the uncertainty of the model at such densities.

**Q.** Put numbers through all of it, once, so that I can follow with a calculator.

**A.** Take the round values $r_s=2$ and $\delta=0.05$ Ry, which is $0.6803$ eV. Then

$$k_F=\frac{1.91916}{2}=0.95958\ \text{bohr}^{-1},\qquad a=\sqrt{\frac{4\times0.95958}{\pi}}=1.10534\ \text{bohr}^{-1},\qquad b=\frac{1.10534}{2\times0.95958}=0.57595,$$

$$E_F=0.95958^2=0.92079\ \text{Ry},\qquad\omega_p=\sqrt{12/2^3}=1.22474\ \text{Ry}.$$

The small parameters in energy are $\delta/E_F=0.0543$ and $\delta/\omega_p=0.0408$; no plasmon can be emitted. The integrals are

$$I_\infty=\frac{\pi}{4\times1.10534^3}=0.58157,\qquad I_{TF}=\frac{\arctan(1/0.57595)/0.57595+1/(1+0.57595^2)}{(2\times0.95958)^3\times2\times0.57595^2}=0.54823,$$

and by quadrature $I_L=0.57890$, all in bohr$^3$. The Quinn-Ferrell rate and lifetime are

$$\frac1{\tau_{QF}}=\frac{0.05^2\times0.58157}{\pi\times0.95958}=4.823\times10^{-4}\ \text{Ry},\qquad\tau_{QF}=\frac{0.048378}{4.823\times10^{-4}}=100.3\ \text{fs},$$

and (16) gives the same: $262.60/(2^{5/2}\times0.6803^2)=100.3$ fs. The width is about one percent of $\delta$, so the level is sharp. Replacing $I_\infty$ by $I_{TF}$ gives $4.546\times10^{-4}$ Ry and $106.4$ fs; replacing it by $I_L$ gives $4.801\times10^{-4}$ Ry and $100.8$ fs.

The slope (21) is

$$s=-\frac1{2\times0.92079}+\frac{-2.40740}{6\times0.92079\times1.10534^2\times0.57890}=-0.5430-0.6161=-1.1591\ \text{Ry}^{-1},$$

and the slope extracted from the full integral is also $-1.1591$ Ry$^{-1}$. At this density the two terms are comparable. Then $1+s\delta=1-1.1591\times0.05=0.9420$, the corrected rate is $4.801\times10^{-4}\times0.9420=4.523\times10^{-4}$ Ry, and $\tau=107.0$ fs. The full dynamic RPA integral (4) gives $4.536\times10^{-4}$ Ry and $106.65$ fs. The first-order estimate is low in rate by about $0.3$ percent of the full value, within the two percent that the program asserts. That is the size of $(s\delta)^2$, as expected of a second-order term; its coefficient is not derived here.

Relative to the full on-shell RPA lifetime, the Quinn-Ferrell value is short by about six percent, nearly all of it from the finite energy and only about half a percent from the finite density. The exchange integral is $X=0.43617$ bohr$^3$, and $0.43617/(2\times0.54823)=0.3978$: in the Thomas-Fermi model, as $\delta\to0$, exchange removes forty percent of the direct rate.

**Q.** Your Thomas-Fermi value with the $2k_F$ limit, $106.4$ fs, is almost the full RPA value, $106.65$ fs. Does that not make (12) the better formula after all?

**A.** The agreement is a coincidence of the chosen $\delta$. The Thomas-Fermi rate is the Quinn-Ferrell rate times $0.9427$, a factor independent of $\delta$. The RPA rate is, to first order, the Quinn-Ferrell rate times $0.9954\,(1+s\delta)$, and $1+s\delta$ happens to be $0.9420$ at $\delta=0.05$ Ry. As $\delta\to0$ the RPA factor goes to $0.9954$ and (12) is the worse of the two estimates. The fair comparison at finite $\delta$ is with the Thomas-Fermi denominator and the exact $\epsilon_2$ and $1/k$, which was the rate $4.334\times10^{-4}$ Ry of the centre-of-mass test. It lies below its own $\delta\to0$ form, $4.546\times10^{-4}$ Ry, for two of the reasons found in (21), the factor $1/k$ and the absence of absorption below the edge of the continuum, and it lies below the RPA rate.

**Q.** Then state plainly when I may use 263 and when I may not.

**A.** Equation (16) is the leading term of the on-shell, direct, RPA-screened decay rate of an electron in the uniform three-dimensional gas at zero temperature, in the limit $\delta/\omega_p\to0$, $\delta/E_F\to0$, $r_s\to0$. Among the corrections computed above, the relative ones are $s\delta$ from the energy, $b^2/6$ from the screening function, and $-b$ in the rate from exchange, with $b^2=0.16586\,r_s$. The effective mass and the quasiparticle weight were set to their free values; they are effects of the interaction, whose strength relative to the kinetic energy decreases as $r_s\to0$, but their size has not been evaluated here.

It fails for $\delta$ comparable with $\omega_p$ or $E_F$, and once plasmon emission is allowed (4) acquires a contribution from a zero of $\epsilon$ that (10) does not contain. It fails unless $\delta\gg\pi k_BT$. The sharp occupation factors in (1) are smeared over $k_BT$, thermally excited targets and vacancies remain available at $\delta=0$, and the rate no longer vanishes at the Fermi level. For $k_BT$ small against $E_F$ and $\omega_p$, the phase-space factor $\delta^2/2$ of the scattering-out rate (1) becomes $(\delta^2+\pi^2k_B^2T^2)/[2(1+e^{-\delta/k_BT})]$, a result quoted here without derivation; it is about twice the zero-temperature value at $\delta=3k_BT$ and still ten percent above it at $\delta=10k_BT$. In a real solid the derivation loses further supports. Band structure changes the velocities and the phase space in (4) and (9), filled bands that can be polarized add to $\epsilon(q,0)$ in (10) (a constant background $\epsilon_d$ turns $q^2$ into $\epsilon_dq^2$ in the denominator of (11), and rescaling $q$ by $\sqrt{\epsilon_d}$ multiplies (13) by $\epsilon_d^{-1/2}$, so the rate falls only as the inverse square root of $\epsilon_d$), and phonons and impurities open decay channels whose rates need not fall as $\delta^2$. At densities $r_s\sim2$ to $4$, (16) reproduces the $\delta\to0$ on-shell RPA rate of the electron gas to within about three percent of itself in the cases tabulated, and the exchange fractions of $0.40$ and $0.45$ found with Thomas-Fermi screening at those two densities show how much less than that the model as a whole can be trusted.

## Values computed for the example and the checks

```
Ry = 13.60569 eV, hbar/Ry = 0.048378 fs
kF rs = 1.91916 1/bohr, b^2/rs = 0.16586
prefactor = 29.3226 (hbar/Ry) Ry^2 = 262.60 fs eV^2
prefactor from SI formula = 262.60 fs eV^2
full RPA, rs=0.01, delta=0.001 wp: 262.74 fs eV^2
C = -2.40740, 16C/(3 sqrt3 pi^2) = -0.75108
b=0.02: cubic coeff = -0.4215, -4/(3pi) = -0.4244
b=0.02: X/(2 I_TF b) = 0.99935
rs=0.01: wp/EF = 0.0941
rs=0.01: s wp numeric = -0.7979, formula = -0.7979
example: rs = 2, delta = 0.05 Ry = 0.6803 eV
kF = 0.95958 1/bohr, qTF = 1.10534 1/bohr, b = 0.57595
EF = 0.92079 Ry, wp = 1.22474 Ry
delta/EF = 0.05430, delta/wp = 0.04082
I_inf = 0.58157 bohr^3
I_TF = 0.54823 bohr^3
I_L = 0.57890 bohr^3
X = 0.43617 bohr^3
s = -0.5430 + (-0.6161) = -1.1591 1/Ry, numeric -1.1591 1/Ry
1 + s delta = 0.9420
Quinn-Ferrell: rate = 4.82295e-04 Ry, tau = 100.31 fs
Thomas-Fermi to 2kF: rate = 4.54643e-04 Ry, tau = 106.41 fs
static Lindhard: rate = 4.80083e-04 Ry, tau = 100.77 fs
Lindhard x (1+s delta): rate = 4.52260e-04 Ry, tau = 106.97 fs
full RPA: rate = 4.53594e-04 Ry, tau = 106.65 fs
TF screening, finite delta: (q,w) rate = 4.333765e-04 Ry
TF screening, finite delta: c.m. rate = 4.333765e-04 Ry
rate/delta^2, direct: c.m. limit 0.18185, formula 0.18186 1/Ry
rate/delta^2, exchange: c.m. limit 0.07234, formula 0.07234 1/Ry
rs      b       I_TF/I_inf  I_L/I_inf  X/(2I_TF)  (dimensionless)
0.01    0.0407  1.0000      1.0002     0.0406
0.1     0.1288  0.9991      1.0019     0.1255
1       0.4073  0.9762      1.0041     0.3287
2       0.5759  0.9427      0.9954     0.3978
4       0.8145  0.8766      0.9671     0.4501
```
